# Converging the Triplet–Singlet Splitting of the Linear T⊗t2 Jahn–Teller Problem

## A cutoff that was large enough a moment ago

An orbital triplet at a cubic point defect, coupled to three oscillators, has a ground triplet and a singlet above it. At strong coupling their separation is a small difference of two large energies. Suppose it is computed with at most six phonons while the coupling is raised until the Jahn–Teller energy is six phonon quanta. The result is 0.0574 phonon quanta; the converged value is 0.0082. The matrix was diagonalized correctly, but its basis could not hold the distorted state.

The cutoff must therefore be raised at each fixed coupling, and the coupling changed only afterwards. What is needed is a stopping rule that estimates the truncation error from the truncated calculation itself.

## Hamiltonian and scales

Let $|x\rangle,|y\rangle,|z\rangle$ be the real components of a $T_2$ electronic level in $T_d$ symmetry. Three modes $Q_x,Q_y,Q_z$ of type $t_2$ have common mass $M$ and angular frequency $\omega$. In the linear model

$$H=\sum_i\left(\frac{P_i^2}{2M}+\frac{M\omega^2Q_i^2}{2}\right)+F\sum_iQ_iT_i,$$

where $T_x=|y\rangle\langle z|+|z\rangle\langle y|$ and the others follow cyclically. Spin, tetragonal $e$ modes, strain and quadratic coupling are absent. Set $\ell=\sqrt{\hbar/M\omega}$, $Q_i=\ell q_i$ and $P_i=(\hbar/\ell)p_i$. Both oscillator terms acquire the factor $\hbar\omega$, so

$$\frac{H}{\hbar\omega}=\frac12\sum_i(p_i^2+q_i^2)+W,\qquad W=k\sum_iq_iT_i,\qquad k=\frac{F\ell}{\hbar\omega}.$$

Replacing every $q_i$ by $-q_i$ reverses the sign of $k$ without changing the spectrum; we take $k>0$. Energies below are in units of $\hbar\omega$ unless a unit is given.

To find the depth of the adiabatic surface, drop the kinetic energy and use a real electronic unit vector $u$. Its expectation values are $t_x=2u_yu_z$ and cyclic, so the energy is $\frac12q^2+k\sum_iq_it_i$. Minimizing over $q$ gives $q_i=-kt_i$ and

$$E(u)=-\frac{k^2}{2}\sum_it_i^2=-2k^2(u_x^2u_y^2+u_y^2u_z^2+u_z^2u_x^2).$$

With $w_i=u_i^2$ and $\sum_iw_i=1$, the bracket is $(1-\sum_iw_i^2)/2$. It is largest, $1/3$, when all $w_i=1/3$. Hence there are four trigonal minima with $|q_i|=2k/3$ and

$$E_{\rm JT}=\frac23k^2\hbar\omega=\frac{2F^2}{3M\omega^2}.$$

To pass from one well to another, $u$ must cross a plane where one component vanishes. There $E(u)=-2k^2w_iw_j\ge-k^2/2$, with equality at $w_i=w_j=1/2$. The barrier is $2k^2/3-k^2/2=k^2/6$, that is, $E_{\rm JT}/4$.

## Basis and symmetry

The basis states are $|e;n_x,n_y,n_z\rangle$ with $n_x+n_y+n_z\le N$. There are $\binom{N+3}{3}$ phonon states and three electronic ones, hence

$$D_N=\frac{(N+1)(N+2)(N+3)}{2}.$$

Since $q_i=(a_i+a_i^\dagger)/\sqrt2$, the coupling needs only $\langle n+1|q|n\rangle=\sqrt{(n+1)/2}$. It changes the total phonon number by one, a fact on which the error bound will rest.

A twofold rotation about $x$ reverses $|y\rangle,|z\rangle,q_y,q_z$. It multiplies a basis state by $(-1)^{n_y+n_z}$ and by an electronic sign, $+1$ for $|x\rangle$ and $-1$ otherwise. The rotations about $y$ and $z$ act likewise. They commute with $H$ and split it into four blocks: one holds $A_1,A_2,E$, and each of the others holds one component of every $T_1$ and $T_2$ level. The two energies wanted are thus lowest eigenvalues of separate blocks, provided these have the right symmetry. Equal nonzero amplitudes on $|x;1_x\rangle,|y;1_y\rangle,|z;1_z\rangle$ identify $A_1$, because an $E$ state has amplitudes summing to zero and an $A_2$ state has none. A nonzero amplitude on $|z;0\rangle$ identifies $T_2$. The splitting is $\Delta=E(A_1)-E(T_2)$.

## Weak coupling

At $k=0$ the ground level is $|e;0\rangle$ with energy $3/2$. Since $T_x|z\rangle=|y\rangle$, $T_y|z\rangle=|x\rangle$ and $T_z|z\rangle=0$,

$$W|z;0\rangle=\frac{k}{\sqrt2}\big(|y;1_x\rangle+|x;1_y\rangle\big).$$

The squared norm is $k^2$ and the energy denominator is $-1$, so $E(T_2)=3/2-k^2$ to second order.

The one-phonon singlet is $|A\rangle=(|x;1_x\rangle+|y;1_y\rangle+|z;1_z\rangle)/\sqrt3$. Its phonon cannot be absorbed, because $T_i|i\rangle=0$. On emission, each final state is reached from two terms; for instance $|z;1_x1_y\rangle$ comes from $|x;1_x\rangle$ and $|y;1_y\rangle$. Therefore

$$W|A\rangle=\frac{k}{\sqrt2}\frac{2}{\sqrt3}\big(|z;1_x1_y\rangle+|y;1_x1_z\rangle+|x;1_y1_z\rangle\big),$$

with squared norm $\frac{k^2}{2}\cdot\frac43\cdot3=2k^2$. Hence $E(A_1)=5/2-2k^2$ and

$$\Delta=1-k^2+O(k^4).$$

At $k=0.05$ the computed $(1-\Delta)/k^2$ is 0.9957.

The other one-phonon levels lie higher. For $E$, replace the equal coefficients by $c_i$ with $\sum_ic_i=0$ and $\sum_ic_i^2=1$. The amplitude on $|z;1_x1_y\rangle$ becomes $k(c_x+c_y)/\sqrt2=-kc_z/\sqrt2$, so the shift is $-k^2/2$. For $|\pm\rangle=(|x;1_y\rangle\pm|y;1_x\rangle)/\sqrt2$, emission reaches $|z;2_y\rangle$, $|y;1_y1_z\rangle$, $|z;2_x\rangle$ and $|x;1_x1_z\rangle$ with relative squared weights $2,1,2,1$. This gives $-\frac{k^2}{2}\cdot\frac12\cdot6=-3k^2/2$. Absorption to $|z;0\rangle$ has amplitude $k$ for the plus sign, which raises $T_2$ by $k^2$, and zero for the minus sign, which is $T_1$. The shifts are $-k^2/2$ for $T_2$ and $-3k^2/2$ for $T_1$. Thus $A_1$ is the first excited level at weak coupling.

## Four displaced wells

At strong coupling the four wells combine into one triplet and one singlet. Let $s=2k/3$. Two of the wells have

$$Q_a=-s(1,1,1),\quad u_a=\frac{(1,1,1)}{\sqrt3};\qquad Q_b=s(1,1,-1),\quad u_b=\frac{(-1,-1,1)}{\sqrt3}.$$

Give each well an unsqueezed oscillator ground state $g$ and a fixed electronic vector. Since $|Q_a-Q_b|^2=8s^2$, the oscillator overlap is $e^{-8s^2/4}=e^{-x}$ with

$$x=2s^2=\frac{8k^2}{9}=\frac43\frac{E_{\rm JT}}{\hbar\omega}.$$

The electronic overlap is $-1/3$, so the total overlap is $S=-e^{-x}/3$. The diagonal energy is

$$h=\frac32+\frac{3s^2}{2}-2ks=\frac32-\frac{2k^2}{3}.$$

For the off-diagonal element $v$, use

$$\tfrac12(p^2+q^2)g_b=\left(\tfrac32+q\cdot Q_b-\tfrac12Q_b^2\right)g_b.$$

Between two Gaussians of equal width, a linear function of $q$ takes its value at the midpoint $(0,0,-s)$, times the overlap. Hence $q\cdot Q_b\to s^2$, while $Q_b^2/2=3s^2/2$. The coupling contributes $k(-s)\,u_a^{\mathsf T}T_zu_b=k(-s)(-2/3)=2ks/3$. Altogether

$$v=e^{-x}\left[-\frac13\left(\frac32-\frac{s^2}{2}\right)+\frac{2ks}{3}\right].$$

Subtracting $hS$ removes the constants:

$$v-hS=e^{-x}\left[\frac{s^2}{6}+\frac{2ks}{3}-\frac{2k^2}{9}\right]
=\frac{8k^2}{27}e^{-x}=\frac{x}{3}e^{-x}.$$

All pairs of wells are equivalent. The symmetric sum and the three combinations orthogonal to it have energies

$$E_A=\frac{h+3v}{1+3S},\qquad E_T=\frac{h-v}{1-S}.$$

Over the common denominator, the numerator of $E_A-E_T$ is

$$(h+3v)(1-S)-(h-v)(1+3S)=4(v-hS).$$

Inserting $S$ gives

$$\Delta_{\rm well}=\frac{4xe^{-x}/3}{(1-e^{-x})(1+e^{-x}/3)}=\frac{4x}{(e^x-1)(3+e^{-x})}.$$

The negative electronic overlap makes $v-hS$ positive and puts the triplet below the singlet.

Each well energy is a variational upper bound for its symmetry, but the difference of two upper bounds is not a bound. As $k\to0$ the formula tends to 1, the right limit, but as $1-x/4=1-2k^2/9$ instead of $1-k^2$. At large $x$ it becomes $\frac43xe^{-x}$. That exponent belongs to this trial state and is not the proven asymptotic exponent of the model.

One defect of the trial state can be calculated. For a displacement $\delta$ perpendicular to the trigonal axis, $\sum_i\delta_iT_iu_a=-\delta/\sqrt3$, and the electronic gap in the well is $3ks=2k^2$. Second-order mixing lowers the surface by $k^2(|\delta|^2/3)/(2k^2)=|\delta|^2/6$. The transverse curvature is therefore $2(\frac12-\frac16)=2/3$, not 1. The trial state misses this softening because its electronic vector is fixed.

The well state also shows why $N$ must grow. Its phonon number is Poisson distributed with mean $3s^2/2=2k^2/3=E_{\rm JT}/\hbar\omega$. The basis must cover this mean and the tail above it.

## Truncation error from one residual

Within one block, let $E_1<E_2$ be the two lowest levels of the untruncated problem. Let $\psi$ be the normalized ground vector of the truncated matrix and $E_N$ its eigenvalue. Enlarging $N$ enlarges the variational space, so $E_N$ cannot rise and $E_N\ge E_1$. It converges to $E_1$ at fixed $k$: the oscillator states are complete, and the linear coupling is small compared with the oscillator energy at high phonon number. This argument does not make the difference of two such levels monotonic, although at the six couplings scanned below the splitting never rose as $N$ was increased.

Inside the truncated space, $(H-E_N)\psi$ vanishes. What remains is the leakage from shell $N$ to shell $N+1$,

$$r=P_{N+1}W\psi,$$

where $P_{N+1}$ projects on states with $N+1$ phonons. Since $r$ is orthogonal to $\psi$, $\langle H\rangle=E_N$ and $\langle H^2\rangle=E_N^2+|r|^2$. No level lies between $E_1$ and $E_2$, so $(H-E_1)(H-E_2)$ has no negative eigenvalue. Its expectation value gives

$$0\le|r|^2+(E_N-E_1)(E_N-E_2).$$

If $E_2-E_N\ge g>0$, then

$$0\le E_N-E_1\le\frac{|r|^2}{g}.$$

This is Temple's inequality. The unknown $E_2$ enters through $g$. The computed second level lies at or above $E_2$, so using the full computed gap would be optimistic. We take half of it. The bound then holds on the condition that the true second level is not below the midpoint of the computed gap. This condition can fail at small cutoffs: at $E_{\rm JT}=6\hbar\omega$ it is violated for $N=4$ to $7$. Measured against the $N=34$ levels, it is met at the stopping cutoff of every coupling scanned below.

Let $\epsilon_A,\epsilon_T\ge0$ be the two level errors. Then $\Delta_N-\Delta=\epsilon_A-\epsilon_T$, and

$$|\Delta_N-\Delta|\le B_N=\max\left(\frac{|r_A|^2}{g_A},\frac{|r_T|^2}{g_T}\right).$$

The larger bound suffices because the errors subtract. Eigensolver rounding is not included in $B_N$.

The procedure at fixed $k$ is as follows.

1. Order the basis of each block by total phonon number. Every smaller cutoff is then a leading submatrix.
2. Starting at $N=4$, find the two lowest levels of the $A$ block and of one $T$ block.
3. Apply the coupling into shell $N+1$ to get $r_A$ and $r_T$, and form $B_N$.
4. Stop when $B_N<10^{-4}\Delta_N$; otherwise raise $N$ by 2.

The tolerance is relative to the splitting. An absolute energy tolerance would lose its meaning as the splitting shrinks.

## Worked example

Take $\hbar\omega=40$ meV, $E_{\rm JT}=80$ meV and $M=12$ u. Then $k^2=\frac32\cdot2=3$ and $k=1.732$. The oscillator length is 9.33 pm, so

$$F=\frac{k\hbar\omega}{\ell}=\frac{1.732\times0.040\ {\rm eV}}{0.009332\ {\rm nm}}=7.42\ {\rm eV/nm}.$$

Each well lies at a distance $\sqrt3(2k/3)\ell=2\ell=18.7$ pm from the centre, and the barrier is $80/4=20$ meV.

The cutoff $N=2$ can be done by hand. The singlet $|A\rangle$ couples to one two-phonon state with strength $\sqrt2k$. The energies $5/2$ and $7/2$ then give

$$E(A_1)=3-\sqrt{\tfrac14+2k^2}=3-2.5=0.5,$$

or 20 meV. For the triplet, the chain $|z;0\rangle$, $|+\rangle$ and the two-phonon state reached from $|+\rangle$ has energies $3/2,5/2,7/2$ and squared couplings $k^2$ and $3k^2/2$. With $y=E-5/2$, the determinant condition is

$$y^3-\left(1+\tfrac52k^2\right)y-\tfrac12k^2=0.$$

For $k^2=3$ this is $y^3-8.5y-1.5=0$. Its lowest root is $y=-2.823$, so $E(T_2)=-0.323$, or $-12.9$ meV. The splitting at $N=2$ is 32.9 meV. Larger matrices give, in meV:

| $N$ | $D_N$ | $E(T_2)$ | $E(A_1)$ | $\Delta_N$ |
|---:|---:|---:|---:|---:|
| 4 | 105 | −26.547 | −13.678 | 12.869 |
| 8 | 495 | −29.733 | −20.778 | 8.955 |
| 12 | 1365 | −29.761 | −20.860 | 8.901 |
| 16 | 2907 | −29.761 | −20.860 | 8.901 |

Here the singlet converges more slowly, so a small basis overestimates the splitting. The converged value is 8.90 meV, or 2.15 THz. These digits describe numerical convergence within the model, not its accuracy for a defect.

## Raising the coupling

The scan uses the stopping rule at each coupling. The splitting shown comes from the larger cutoff $N=34$.

| $E_{\rm JT}/\hbar\omega$ | $N$ at stop | $\Delta$ | $B_N$ | $\Delta_{\rm well}$ |
|---:|---:|---:|---:|---:|
| 0.5 | 8 | 0.6146 | 1.7×10⁻⁵ | 0.8009 |
| 1 | 10 | 0.4330 | 1.4×10⁻⁵ | 0.5850 |
| 2 | 14 | 0.2225 | 2.4×10⁻⁶ | 0.2595 |
| 3 | 16 | 0.1080 | 8.5×10⁻⁶ | 0.0989 |
| 4 | 20 | 0.0484 | 8.8×10⁻⁷ | 0.0344 |
| 6 | 26 | 0.0082 | 1.8×10⁻⁷ | 0.0036 |

At all six couplings $A_1$ is the first excited level, and the splitting falls from row to row. The deviation from the $N=34$ result stays below $B_N$ in every row. At $E_{\rm JT}=6\hbar\omega$ it is $2.1\times10^{-10}$, so the bound is safe but far from sharp. A sinc-function grid in real space, with 19 points per axis at spacing 0.6 in $q$, gives 0.432990 at $E_{\rm JT}=\hbar\omega$, equal to the oscillator result to the six decimals shown.

The well estimate is too large up to $E_{\rm JT}=2\hbar\omega$ and too small from $3\hbar\omega$ on. In the last row it is low by a factor of 2.3. The formula reproduces the decrease, but from $3\hbar\omega$ on its relative error grows with the coupling, so it should not be used to extrapolate. The splitting itself needs the diagonalization.

The required cutoff rises from 8 to 26 for two reasons: the phonon distribution moves upward, and the permitted absolute error shrinks with $\Delta$. In the ground state at $E_{\rm JT}=6\hbar\omega$ the mean phonon number is 5.76, close to the well value 6. A cutoff of six therefore cuts through the middle of the distribution, which explains the failure described at the start.

## What the number means for a real defect

The mass and the phonon and Jahn–Teller energies are round model choices, not values determined for a particular defect, so 8.9 meV is not a prediction for any material. If the electronic triplet is $T_1$, the Hamiltonian and splitting are unchanged, but the vibronic labels $T_2,A_1$ become $T_1,A_2$. At a site of trigonal symmetry the crystal field already splits the triplet, and the cubic model needs an added term. A real crystal also has a phonon spectrum in place of one frequency.

Several omissions can be sized. Adding two $e$ modes of the same frequency, with a Jahn–Teller energy of 20 meV and the $t_2$ coupling held fixed, raises the splitting to 10.05 meV, by 13%. Raising the phonon energy by 10% to 44 meV at fixed $E_{\rm JT}$ gives 11.08 meV, an increase of 24%. The uncertainty in an effective phonon energy thus matters far more than the truncation error.

A trigonal strain that would split the bare electronic triplet by 1 meV, with the doublet lowest, splits the vibronic triplet by 0.65 meV. For the opposite sign of strain the splitting is 0.67 meV. This is small beside 8.9 meV, but it removes the threefold degeneracy. Spin–orbit and quadratic coupling have not been sized.

Temperature decides whether the splitting can be treated as a two-level problem. The following populations assume thermal equilibrium within the vibronic levels of this electronic state, which an excited state may not reach before it decays. At 4 K, $k_{\rm B}T=0.345$ meV and the singlet population is about $2\times10^{-12}$. At 300 K, $k_{\rm B}T=25.9$ meV; the triplet holds 35% and the singlet 8%, so more than half of the population lies in higher levels. A description by the lowest four states then fails, even though their energies are fully converged. The numerical output follows.

## Computed results

```
phonon energy 40.0 meV, E_JT 80.0 meV, mass 12.0 u
coupling k = 1.7321, k^2 = 3.000 (dimensionless)
oscillator length = 9.332 pm
force F = 7.424 eV/nm
distance of a well from the centre = 18.66 pm
barrier between wells = 20.00 meV
well curvatures / (M w^2) = 0.6667, 0.6667, 1.0000
weak coupling: (1 - splitting)/k^2 = 0.9957 at k = 0.05
E_JT = 1 hbar w: splitting 0.432990 (oscillators), 0.432990 (grid) hbar w
cutoff history of the example: N, basis size, E(T2), E(A1), splitting in meV
   2    30  -12.91503   20.00000  32.91503
   4   105  -26.54717  -13.67812  12.86905
   6   252  -29.36508  -19.85991   9.50517
   8   495  -29.73277  -20.77774   8.95503
  10   858  -29.75944  -20.85607   8.90337
  12  1365  -29.76061  -20.85997   8.90063
  16  2907  -29.76064  -20.86010   8.90054
  20  5313  -29.76064  -20.86010   8.90054
scan: E_JT/hw, N needed, splitting/hw, error bound/hw, true error/hw, mean phonons, well estimate/hw
  0.5  8 0.614555 1.7e-05 5.6e-07  0.533 0.800853
  1.0 10 0.432990 1.4e-05 4.7e-07  0.929 0.584962
  2.0 14 0.222513 2.4e-06 5.6e-08  1.728 0.259490
  3.0 16 0.107973 8.5e-06 1.3e-07  2.655 0.098902
  4.0 20 0.048405 8.8e-07 6.1e-09  3.679 0.034443
  6.0 26 0.008207 1.8e-07 2.1e-10  5.758 0.003579
frozen cutoff N = 6 at E_JT = 6 hw: splitting 0.057405 hw instead of 0.008207 hw
example: converged splitting = 8.9005 meV = 2.1521 THz
trigonal strain, bare splitting 1.00 meV: triplet splits by 0.6484 meV
T = 4 K: kT = 0.345 meV, population of T2 1.0000, of A1 2.035e-12
T = 300 K: kT = 25.852 meV, population of T2 0.3519, of A1 8.312e-02
phonon energy 44.0 meV, same E_JT: splitting = 11.0779 meV
with e modes of E_JT 20.0 meV: splitting = 10.051 (N = 11), 10.050 (N = 13) meV
```
